# Recombination through an amphoteric defect and the sum of two levels

## The problem

A dangling bond at a semiconductor interface can hold no electron, one electron or two. Its charge states are $D^+$, $D^0$ and $D^-$, and it changes charge by exchanging one carrier at a time with a band. The sheet density of defects is $N$, and the local electron and hole densities at the interface are $n$ and $p$. There are four capture processes:

- $D^+$ captures an electron, coefficient $c_{n1}$;
- $D^0$ captures a hole, coefficient $c_{p1}$;
- $D^0$ captures an electron, coefficient $c_{n2}$;
- $D^-$ captures a hole, coefficient $c_{p2}$.

Each has a reverse process, thermal emission. The first two captures belong to the level $(+/0)$ at energy $E_1$, the last two to the level $(0/-)$ at $E_2$, both measured from the valence-band edge. All coefficients are positive and finite, and the carriers are nondegenerate.

(a) Find the steady net recombination rate $R$ per unit area. (b) The defect has two levels, so one may think of adding two Shockley–Read–Hall (SRH) rates, each with density $N$. For $np>n_i^2$, where $n_i$ is the intrinsic density, is this sum too large, too small, or sometimes one and sometimes the other? (c) How large can the error be?

For numbers take $T=300$ K, $kT=25.85$ meV, a gap $E_g=1.12$ eV, $E_1=0.30$ eV, $E_2=0.85$ eV, band densities of states $N_c=N_v=3\times10^{19}$ cm$^{-3}$ and $N=10^{11}$ cm$^{-2}$. The coefficients are $c_{n1}=10^{-7}$, $c_{p1}=10^{-8}$, $c_{n2}=10^{-8}$ and $c_{p2}=5\times10^{-8}$ cm$^3$/s. The main case is electron-rich: $n=10^{16}$ and $p=10^{14}$ cm$^{-3}$.

## A tempting solution

**Emission.** In equilibrium with Fermi energy $E_F$, each capture process balances its own reverse. The empty and doubly filled orbitals have degeneracy 1, and the singly filled orbital has degeneracy 2 because of spin. Hence

$$\frac{N_0}{N_+}=2e^{(E_F-E_1)/kT},\qquad \frac{N_-}{N_0}=\frac12e^{(E_F-E_2)/kT}.$$

Write the electron emission rate of $D^0$ as $c_{n1}n_1$. Balance requires $c_{n1}nN_+=c_{n1}n_1N_0$, so $n_1=nN_+/N_0$. With $n=N_ce^{-(E_g-E_F)/kT}$ the Fermi energy cancels. The hole density $p=N_ve^{-E_F/kT}$ is used in the same way for the other processes:

$$n_1=\tfrac12N_ce^{-(E_g-E_1)/kT},\qquad p_1=2N_ve^{-E_1/kT},$$
$$n_2=2N_ce^{-(E_g-E_2)/kT},\qquad p_2=\tfrac12N_ve^{-E_2/kT}.$$

The degeneracy factors cancel in the products, so $n_1p_1=n_2p_2=n_i^2$. The emission coefficients are assumed to keep these values out of equilibrium.

**Total rates.** Each defect changes state at the rates

$$D^+\to D^0:\quad a_1=c_{n1}n+c_{p1}p_1,$$
$$D^0\to D^+:\quad b_1=c_{n1}n_1+c_{p1}p,$$
$$D^0\to D^-:\quad a_2=c_{n2}n+c_{p2}p_2,$$
$$D^-\to D^0:\quad b_2=c_{n2}n_2+c_{p2}p.$$

An $a$ adds an electron to the defect, either by electron capture or by hole emission. A $b$ removes one.

**One level at a time.** Let level 1 stand alone, with $N_++N_0=N$. Steadiness requires $a_1N_+=b_1N_0$, so

$$N_+=N\frac{b_1}{a_1+b_1},\qquad N_0=N\frac{a_1}{a_1+b_1}.$$

The net electron capture is

$$R_1=c_{n1}(nN_+-n_1N_0)=Nc_{n1}\frac{nb_1-n_1a_1}{a_1+b_1}.$$

In the numerator the terms $c_{n1}nn_1$ cancel:

$$nb_1-n_1a_1=c_{p1}np-c_{p1}n_1p_1=c_{p1}(np-n_i^2).$$

Put $X=np-n_i^2$, $k_1=c_{n1}c_{p1}$ and $k_2=c_{n2}c_{p2}$. Then

$$R_1=\frac{Nk_1X}{a_1+b_1},\qquad R_2=\frac{Nk_2X}{a_2+b_2},$$

where the second rate follows from the same algebra with $N_0+N_-=N$. The tempting answer is $R=R_1+R_2$.

**Numbers.** The formulas give $n_1=2.5\times10^5$, $p_1=5.48\times10^{14}$, $n_2=1.75\times10^{15}$ and $p_2=7.9\times10^4$ cm$^{-3}$. In the electron-rich case

$$a_1=10^9+5.5\times10^6=1.0055\times10^9\ \text{s}^{-1},\qquad b_1=1.0\times10^6\ \text{s}^{-1},$$
$$a_2=1.0\times10^8\ \text{s}^{-1},\qquad b_2=1.747\times10^7+0.5\times10^7=2.247\times10^7\ \text{s}^{-1}.$$

Since $n_i=1.17\times10^{10}$ cm$^{-3}$, $X$ is $10^{30}$ cm$^{-6}$ to the digits used here. Therefore

$$R_1=\frac{10^{11}\times10^{-15}\times10^{30}}{1.0065\times10^9}=0.994\times10^{17}\ \text{cm}^{-2}\text{s}^{-1},$$
$$R_2=\frac{10^{11}\times5\times10^{-16}\times10^{30}}{1.2247\times10^8}=4.083\times10^{17}\ \text{cm}^{-2}\text{s}^{-1},$$

and the sum is $5.08\times10^{17}$ cm$^{-2}$s$^{-1}$.

## Where it fails

Each single-level rate is correct for the problem it solves. The two problems cannot hold together for one set of defects. The first assumes $N_++N_0=N$ and the second assumes $N_0+N_-=N$. A set of $N$ defects that satisfied both would have $N_-=0$ and $N_+=0$. But the first calculation gives $N_+>0$ and the second gives $N_->0$.

The sum describes two different populations, each of density $N$, one with level 1 and the other with level 2. In the amphoteric defect the levels share their members. A defect in $D^-$ cannot capture a hole as $D^0$ does, and it takes no part in level 1 until it has returned to $D^0$. Likewise a defect in $D^+$ takes no part in level 2. The density available to each level must come from the three-state problem.

## The right solution

**Occupations.** The states form a chain, $D^+\leftrightarrow D^0\leftrightarrow D^-$. The end states obey

$$\frac{dN_+}{dt}=b_1N_0-a_1N_+,\qquad \frac{dN_-}{dt}=a_2N_0-b_2N_-.$$

Both derivatives vanish in the steady state, so each link balances separately. With fractions $f_s=N_s/N$,

$$\frac{f_+}{f_0}=\frac{b_1}{a_1},\qquad\frac{f_-}{f_0}=\frac{a_2}{b_2},\qquad f_0=\frac{1}{1+b_1/a_1+a_2/b_2}.$$

The last equation follows from $f_++f_0+f_-=1$.

**Rate at each level.** The balance $a_1N_+=b_1N_0$ is the one used for the isolated level. What has changed is the density shared by its two states, which is now $N_++N_0=N(1-f_-)$. The earlier algebra therefore holds with $N$ replaced by this density, and the net electron capture at level 1 is

$$U_1=(1-f_-)R_1.$$

Level 2 shares $N_0+N_-=N(1-f_+)$, so $U_2=(1-f_+)R_2$.

Holes are captured at the same net rate. At level 1 the electron rate minus the hole rate is

$$c_{n1}(nN_+-n_1N_0)-c_{p1}(pN_0-p_1N_+)=a_1N_+-b_1N_0=0,$$

and level 2 works in the same way. The recombination rate is thus

$$\boxed{R=(1-f_-)R_1+(1-f_+)R_2.}$$

For a form without occupations on the right, use $1-f_-=f_0+f_+=f_0(a_1+b_1)/a_1$ and $1-f_+=f_0+f_-=f_0(a_2+b_2)/b_2$. The sums $a_i+b_i$ cancel against the denominators of $R_1$ and $R_2$:

$$R=NXf_0\left(\frac{k_1}{a_1}+\frac{k_2}{b_2}\right)=NX\,\frac{k_1/a_1+k_2/b_2}{1+b_1/a_1+a_2/b_2}.$$

This answers (a). As a limiting case, raise $E_2$ far above the other energies. Then $n_2$ and $b_2$ become very large while $p_2$ becomes small, so $f_-\to0$ and $R_2\to0$. What remains is $R\to R_1$, the ordinary one-level result.

**Sign of the error.** Subtract the true rate from the sum:

$$\Delta\equiv R_1+R_2-R=f_-R_1+f_+R_2.$$

All three fractions are positive. For $np>n_i^2$ both single-level rates are positive too, so $\Delta>0$ and the sum is too large. This answers (b). At $np=n_i^2$ all the rates vanish. For $np<n_i^2$ the defect generates pairs, $R_1$ and $R_2$ are negative, and the sum is too negative. It then overestimates the magnitude of generation, although algebraically it lies below $R$.

The comparison is made at the same $n$, $p$ and coefficients. Two devices at equal generation would settle at different densities, and the inequality makes no direct statement about them.

There is also a lower limit under injection. The weights of $R_1$ and $R_2$ in the boxed result add to $2-f_--f_+=1+f_0$, which exceeds 1. Hence $R>\min(R_1,R_2)$.

**The electron-rich numbers.** The ratios are $b_1/a_1=0.00099$ and $a_2/b_2=4.45$, so

$$f_0=\frac1{5.451}=0.183,\qquad f_-=0.816,\qquad f_+=0.0002.$$

Most defects are in $D^-$. The rate is

$$R=(0.184\times0.994+1.000\times4.083)\times10^{17}=4.26\times10^{17}\ \text{cm}^{-2}\text{s}^{-1},$$

or $4.26\times10^{21}$ m$^{-2}$s$^{-1}$. Divided by the hole density, it gives an effective surface recombination velocity of about 4300 cm/s. The sum is too large by $0.81\times10^{17}$ cm$^{-2}$s$^{-1}$, which is 19% of the true rate. Nearly all of this is $f_-R_1$, hole capture credited to neutral defects that are in fact negative.

## How large the error can be

**When the neutral state dominates.** Let $M$ be the larger of $f_-/f_0$ and $f_+/f_0$. Then $\Delta\le Mf_0(R_1+R_2)$. Also $R>f_0(R_1+R_2)$, because both weights in the boxed result exceed $f_0$. Under injection it follows that

$$\frac{\Delta}{R}<M.$$

The sum is accurate if few defects are charged. At $n=p=10^{13}$ cm$^{-3}$, with the other data unchanged, $f_0=0.979$ and the excess is 0.7% of $R$. Thermal emission keeps nearly all the defects neutral here (without it $f_0$ would be 0.77 and the excess 13%): $D^-$ emits electrons at $c_{n2}n_2=1.75\times10^7$ s$^{-1}$, while $D^0$ captures them at $10^5$ s$^{-1}$, and $D^+$ emits holes at $c_{p1}p_1=5.5\times10^6$ s$^{-1}$, while $D^0$ captures them at $10^5$ s$^{-1}$. Electron emission from $D^-$ alone would give $f_0=0.905$ and an excess of 0.8%.

**When emission into the charged states is negligible.** Now suppose that $c_{n1}n_1\ll c_{p1}p$ and $c_{p2}p_2\ll c_{n2}n$, and drop the two small terms. This leaves $b_1=c_{p1}p$ and $a_2=c_{n2}n$. Emission back to $D^0$ may remain strong. Insert $f_-=f_0a_2/b_2$ and $f_+=f_0b_1/a_1$ into $\Delta$:

$$\Delta=NXf_0\left[\frac{a_2}{b_2}\frac{k_1}{a_1+b_1}+\frac{b_1}{a_1}\frac{k_2}{a_2+b_2}\right]<NXf_0\,\frac{a_2k_1+b_1k_2}{a_1b_2}.$$

The inequality replaces $a_1+b_1$ by the smaller $a_1$, and $a_2+b_2$ by the smaller $b_2$. Over the same denominator, $R=NXf_0(k_2a_1+k_1b_2)/(a_1b_2)$, so

$$\frac{\Delta}{R}<\frac{a_2k_1+b_1k_2}{k_2a_1+k_1b_2}.$$

Compare the terms in pairs, using $a_1\ge c_{n1}n$ and $b_2\ge c_{p2}p$:

$$\frac{a_2k_1}{k_2a_1}\le\frac{c_{n2}\,c_{n1}c_{p1}}{c_{n2}c_{p2}\,c_{n1}}=\frac{c_{p1}}{c_{p2}},\qquad \frac{b_1k_2}{k_1b_2}\le\frac{c_{p1}\,c_{n2}c_{p2}}{c_{n1}c_{p1}\,c_{p2}}=\frac{c_{n2}}{c_{n1}}.$$

Each term of the numerator is at most the larger of these ratios times its partner in the denominator. Therefore

$$\frac{\Delta}{R}<\max\left(\frac{c_{p1}}{c_{p2}},\frac{c_{n2}}{c_{n1}}\right).$$

These are ratios of neutral to charged capture, for holes and for electrons. If charged defects capture much faster than neutral ones, the sum is a fair approximation at any injection within this regime. For the given data the bound is 20%.

The electron-rich case lies close to it for a clear reason. As $n$ grows at fixed $p$, $f_-\to1$, $R_1\to Nc_{p1}p$ and $R_2\to Nc_{p2}p$. The true rate tends to $Nc_{p2}p$, set by hole capture in $D^-$, and the relative excess tends to $c_{p1}/c_{p2}=20\%$. In the hole-rich limit $f_+\to1$, and the same reasoning gives $c_{n2}/c_{n1}=10\%$. The computed excess is 9.5% at $n=10^{14}$, $p=10^{16}$ cm$^{-3}$, and 11% at the balanced point $n=p=10^{15}$ cm$^{-3}$.

**When emission charges the defect.** Exchange the level energies, so that $E_1=0.85$ eV and $E_2=0.30$ eV, and keep the capture coefficients. The correlation energy $E_2-E_1$ is now $-0.55$ eV: two neutral defects lower their energy by becoming one $D^+$ and one $D^-$. At $n=p=10^{13}$ cm$^{-3}$ the fractions are $f_+=0.746$, $f_0=0.017$ and $f_-=0.237$. The single-level rates are $R_1=2.23\times10^{14}$ and $R_2=6.72\times10^{14}$ cm$^{-2}$s$^{-1}$, giving

$$R=(0.763\times2.23+0.254\times6.72)\times10^{14}=3.41\times10^{14}\ \text{cm}^{-2}\text{s}^{-1}.$$

The sum, $8.95\times10^{14}$ cm$^{-2}$s$^{-1}$, is 2.6 times the true rate. The 20% bound does not apply, because emission from $D^0$ now feeds both charged states.

No finite factor covers all such cases. Hold level 1, $n$, $p$ and the coefficients fixed, and let $p_2\to\infty$ with $n_2p_2=n_i^2$. Then $a_2\to\infty$, $b_2\to c_{p2}p$ and $f_0\to b_2/a_2$. The rate $R_1$ stays fixed while $R_2$ and $R$ fall as $1/a_2$, so

$$\frac{R_1+R_2}{R}\to a_2\,\frac{k_1/(a_1+b_1)}{k_1b_2/a_1+k_2},$$

which grows without limit. Since $p_2/p_1=\tfrac14e^{-(E_2-E_1)/kT}$, this limit needs an ever more negative correlation energy, and a level inside the gap has $p_2\le N_v/2$. With the given coefficients and both levels anywhere in the gap, the ratio at $n=p=10^{13}$ cm$^{-3}$ reaches about $7\times10^5$. With $E_2\ge E_1$ it reaches only about 3.5 at $n=p=10^{11}$, $10^{13}$ and $10^{15}$ cm$^{-3}$. In scaled units with $n=p=1$, all coefficients 1 and $n_1=p_1=0.001$, this is about $a_2/4$. The full formula gives a ratio of 251 at $p_2=1000$. Rapid hole emission holds almost every defect in $D^-$, and level 1, which looks efficient in isolation, has almost no members.

## The model beside a real interface

The parameters are round values in the rough regime of dangling bonds at a silicon/silicon-dioxide interface. The density $10^{11}$ cm$^{-2}$ is high for a well-passivated surface. At fixed $n$ and $p$ the rate is proportional to $N$, while the relative excess does not depend on it. The capture coefficients are the least certain inputs, and their ratios set the 20% bound.

Real interfaces have a spread of levels. Averaging the electron-rich rates over independent Gaussian distributions of $E_1$ and $E_2$, each with standard deviation 0.08 eV, by Gauss–Hermite quadrature lowers $R$ by 15% and leaves an excess of 17%. Operation at 330 K, with $N_c,N_v\propto T^{3/2}$ and the densities, energies and capture coefficients held fixed, lowers $R$ by 17% and gives an excess of 18%. If the gap also shrinks with temperature as in silicon, the drop in $R$ becomes 18 to 23%, depending on how the levels follow the band edges, and the excess is about 17%.

Defect charge matters more for the rate. The net charge corresponds to $0.816\times10^{11}$ electrons per cm$^2$. Suppose that silicon with $10^{16}$ cm$^{-3}$ donors and relative permittivity 11.7 mirrors all of it, in a layer taken as fully depleted. Then the field is 0.013 MV/cm, the depleted width is 82 nm, and the band bending is half their product, 52 meV. This changes carrier densities by $e^{\text{bending}/kT}\approx7$ between interior and surface. For a fixed defect charge this estimate is low, because the bending is only about $2kT$ and the layer still holds electrons. With Boltzmann electrons kept in Poisson's equation, a bending of $u\,kT$ needs the field that full depletion assigns to $(u-1+e^{-u})kT$. The same field then gives $u$ near 3 and a factor nearer 20 than 7. But the charge is not fixed. The value used here belongs to a surface electron density of $10^{16}$ cm$^{-3}$, which a depleted layer with $10^{16}$ cm$^{-3}$ donors cannot have. As the bending lowers the surface electron density, fewer defects are negative. For interior densities of about $10^{16}$ and $10^{14}$ cm$^{-3}$, solving Poisson's equation together with the occupations gives $f_-=0.44$, a bending of 33 meV and a factor of only 3.6. The $n$ and $p$ in the formulas must therefore be surface values; a device calculation has to find them together with the charge, including any fixed charge in the oxide. In the self-consistent example the surface densities are $2.8\times10^{15}$ and $3.6\times10^{14}$ cm$^{-3}$, and the closed form gives 2.3 times the rate found by inserting the interior values directly. The relative excess of the sum changes much less, from 19% to 16%.

The field of the charged defects repels electrons from the interface, and some tunnel to the defect from below the conduction-band edge at the surface. A one-dimensional WKB weight with a light mass of 0.2 electron masses adds about 22% to electron capture in the field of 0.013 MV/cm (13% with a heavy mass of 0.92), and about 14% in the weaker field of the self-consistent example. These figures should not be read as real gains. WKB is used here within a fraction of $kT$ of the band edge, and it adds the states below the edge without subtracting the amplitude lost just above it. In a uniform field $F$ the exact thermal electron density at a point exceeds the classical one only by the factor $\exp[\hbar^2q^2F^2/24m(kT)^3]$, which is 0.15% at 0.013 MV/cm. Holes are drawn to the interface and meet no such barrier, so their capture gains nothing. At surface densities $n=10^{16}$ and $p=10^{14}$ cm$^{-3}$ the rate is limited mainly by hole capture: with $c_{n1}$ and $c_{n2}$ raised by 22%, the closed form changes $R$ by less than 1%. Degeneracy, measured by $n/(\sqrt8N_c)$, is a correction of about 0.01%. With a rough Auger coefficient of $10^{-30}$ cm$^6$/s, Auger recombination in the depleted width is about $2\times10^{-7}$ of the defect rate.

Finally, the steady state needs time to form. The slowest relaxation time of the three-state rate equations is 8 ns in the electron-rich case. At $n=p=10^{13}$ cm$^{-3}$ it is 0.15 µs, and with the level energies exchanged 1.8 µs. The formulas apply when $n$ and $p$ change slowly on the scale of the case at hand.
